# Approach-to-Equilibrium Dynamics: Step Decay and Length-Dependent Conductivity

## The problem

A crystal is simulated by molecular dynamics with forces from an electronic-structure calculation. The cell is periodic, with length $L$ along $x$. Thermostats first hold the half $0<x<L/2$ at $T_m+\Delta T_0/2$ and the other half at $T_m-\Delta T_0/2$. They are then removed, and the difference $\Delta T(t)$ between the two half-cell average temperatures is recorded at constant total energy.

The nuclei move classically and $\Delta T_0$ is small, so transport is linear. The heat capacity per volume is $C$.

**(a)** Let heat diffuse with constant diffusivity $\alpha$. Find $\Delta T(t)$ and its late decay time $t_1$. How does a measured $t_1$ define an apparent conductivity $\kappa_{\rm app}(L)$?

**(b)** Now let phonons carry the heat. Modes of type $j$ have heat capacity $c_j$ per volume, with $\sum_j c_j=C$, relaxation time $\tau_j$, a common speed $v$ and mean free path $\Lambda_j=v\tau_j$. Their directions are isotropic in three dimensions. Find the condition that fixes the late decay rate $\gamma=1/t_1$.

**(c)** Obtain $\kappa_{\rm app}(L)$ from the mean-free-path spectrum when $\gamma\tau_j$ is small, and find its leading correction in long cells.

**(d)** Evaluate the results for $v=5$ nm/ps, $C=2\times10^6$ J/(m³ K) and $\Lambda=(2\ \text{nm})/x^2$. Here $x$ is the frequency divided by its maximum, it runs from 0.1 to 1, and the heat capacity per interval of $x$ is proportional to $x^2$.

## Hints

1. A step contains many sine waves. Ask how fast each one decays and how much it contributes to a half-cell average.
2. In the Boltzmann equation, let all modes relax toward one common temperature, fixed by energy conservation. Try a solution proportional to $e^{iqx-\gamma t}$ with $q=2\pi/L$.
3. Long paths change two things: the heat conducted, and the heat capacity that follows the local temperature. Keep both.
4. In a long cell $\gamma$ is of order $q^2$. A consistent correction therefore needs every term of order $q^4$.

## Full solution

### (a) The step in the diffusive limit

The deviation $T-T_m$ is odd about $x=0$, so it is a sum of $b_n\sin q_nx$ with $q_n=2\pi n/L$. Both halves contribute equally to the coefficient:

$$b_n=\frac2L\cdot2\cdot\frac{\Delta T_0}{2}\int_0^{L/2}\sin q_nx\,dx=\frac{2\Delta T_0}{L}\,\frac{1-\cos n\pi}{q_n}.$$

This vanishes for even $n$ and equals $2\Delta T_0/(\pi n)$ for odd $n$. The diffusion equation $\partial_tT=\alpha\,\partial_x^2T$ multiplies each wave by $e^{-\alpha q_n^2t}$. For odd $n$ the average of $\sin q_nx$ over the hot half is $(2/L)(2/q_n)=2/(\pi n)$, and over the cold half it is the negative of this. The difference is $4/(\pi n)$, so

$$\frac{\Delta T(t)}{\Delta T_0}=\sum_{n\ \rm odd}\frac{8}{\pi^2n^2}\,e^{-n^2t/t_1},\qquad t_1=\frac{1}{\alpha q_1^2}=\frac{L^2}{4\pi^2\alpha}.$$

The step as a whole is not a single exponential. The time $t_1$ belongs to the slowest wave, which has weight $8/\pi^2=0.811$; the next one decays nine times faster. Since $\alpha=\kappa/C$, the late decay defines

$$\kappa_{\rm app}(L)=\frac{CL^2}{4\pi^2t_1}=\frac{C\gamma}{q^2}.$$

The early decay follows a different law. Near a fresh interface the profile is an error function with gradient $\Delta T_0/\sqrt{4\pi\alpha t}$ at the interface. Integrating the flux $C\alpha$ times this gradient over time gives a transferred energy $C\Delta T_0\sqrt{\alpha t/\pi}$ per area. The hot half has length $L/2$ and two interfaces, so it cools by $4\Delta T_0\sqrt{\alpha t/\pi}/L$, and the cold half warms by as much. With $\sqrt{\alpha t}=(L/2\pi)\sqrt{t/t_1}$,

$$1-\frac{\Delta T}{\Delta T_0}\simeq\frac{8}{L}\sqrt{\frac{\alpha t}{\pi}}=\frac{4}{\pi^{3/2}}\sqrt{\frac{t}{t_1}} .$$

At $t=0.05\,t_1$ this drop is 0.161, in agreement with the series value $1-0.839$. The signal reaches $1/e$ at $0.790\,t_1$. Taking that moment for $t_1$ would make $\alpha$ too large by a factor $1/0.790=1.27$. The fit must start after the higher waves have died out.

### (b) The decay condition for phonons

Let $g_j(x,\mu,t)$ be the energy deviation of modes $j$ travelling with direction cosine $\mu$, divided by their heat capacity. It has the unit of a temperature. In the relaxation-time model

$$\partial_tg_j+v\mu\,\partial_xg_j=-\frac{g_j-\theta}{\tau_j},\qquad \sum_j\frac{c_j}{\tau_j}\big(\langle g_j\rangle-\theta\big)=0,$$

where $\langle\cdot\rangle=\frac12\int_{-1}^1d\mu$. The second equation says that collisions conserve energy, and it fixes the common temperature $\theta$. The recorded temperature is $\sum_jc_j\langle g_j\rangle/C$, because equipartition ties kinetic energy to total energy in a classical, nearly harmonic crystal.

For solutions proportional to $e^{iqx-\gamma t}$ the first equation becomes $(-\gamma+ivq\mu+1/\tau_j)g_j=\theta/\tau_j$. With $y_j=q\Lambda_j$ and $a_j=1-\gamma\tau_j>0$,

$$g_j=\frac{\theta}{a_j+iy_j\mu},\qquad \langle g_j\rangle=\theta\int_0^1\frac{a_j\,d\mu}{a_j^2+y_j^2\mu^2}=\frac{\theta}{y_j}\arctan\frac{y_j}{a_j}.$$

The part odd in $\mu$ has averaged to zero. Energy conservation then requires

$$F(\gamma)=\sum_j\frac{c_j}{\tau_j}\left[1-\frac1{y_j}\arctan\frac{y_j}{1-\gamma\tau_j}\right]=0 .$$

Is this the slowest decay? Suppose $\gamma$ is replaced by $\gamma+i\omega$ with $\omega>0$. The denominator becomes $a_j+i(y_j\mu-\omega\tau_j)$, and the imaginary part of its averaged inverse is

$$\frac1{4y_j}\ln\frac{a_j^2+(y_j+\omega\tau_j)^2}{a_j^2+(y_j-\omega\tau_j)^2}>0 .$$

All modes contribute with the same sign, so the imaginary part of the condition cannot vanish. For $\omega<0$ every sign is reversed. Decay slower than the longest relaxation time $\tau_{\max}$ is therefore free of oscillation. This rests on the isotropic average. If modes of a single path travel along $x$ only ($\mu=\pm1$), as the longest waves of a thin cell do, the condition becomes $\gamma^2-\gamma/\tau+v^2q^2=0$, and for $q\Lambda>1/2$ the wave oscillates while decaying at the rate $1/(2\tau)$. On $0\le\gamma<1/\tau_{\max}$, $F$ starts positive, because $\arctan y<y$, and it decreases, because the arctangent grows with $\gamma$. There is at most one root, and any other disturbance of the same wavelength decays at a rate of at least $1/\tau_{\max}$. At fixed $\gamma$, a larger $q$ lowers $\arctan(y/a)/y$ and raises $F$, so shorter waves decay faster. If a root exists for $q=2\pi/L$, it governs the late signal.

### (c) Conductivity from the spectrum

The derivative of $\arctan[y/(1-s)]$ with respect to $s$ is $y/[(1-s)^2+y^2]$, which is $y/(1+y^2)$ at $s=0$. To first order in $s=\gamma\tau_j$, the condition $F=0$ reads

$$\sum_j\frac{c_j}{\tau_j}\left(1-\frac{\arctan y_j}{y_j}\right)=\gamma\sum_j\frac{c_j}{1+y_j^2}.$$

Define $\kappa_j=c_jv\Lambda_j/3$. Then $c_j/\tau_j=c_jv/\Lambda_j=3q^2\kappa_j/y_j^2$, and $\kappa_{\rm app}=C\gamma/q^2$ becomes

$$\kappa_{\rm app}=\frac{\sum_j\kappa_jS(y_j)}{\sum_j(c_j/C)/(1+y_j^2)},\qquad S(y)=\frac3{y^2}\left(1-\frac{\arctan y}{y}\right).$$

For $y\to0$, $\arctan y=y-y^3/3+\dots$ gives $S\to1$, and the result tends to the bulk value $\kappa_\infty=\sum_j\kappa_j$. For large $y$, $S\simeq3/y^2$: phonons that cross the wave without a collision conduct less than the local gradient suggests. The denominator counts the heat capacity that follows the local temperature. It is below one and acts the other way.

For long cells, expand $F$ with $\gamma\sim q^2$ and keep terms up to $q^4$. From $\arctan(y/a)/y=1/a-y^2/(3a^3)+y^4/(5a^5)-\dots$ and $a=1-s$,

$$1-\frac{\arctan(y/a)}{y}=-s-s^2+\frac{y^2}3+y^2s-\frac{y^4}5+\dots$$

Multiply by $c_j/\tau_j=3q^2\kappa_j/y_j^2$ and sum. Let $\langle\cdot\rangle_\kappa$ and $\langle\cdot\rangle_C$ be averages over modes weighted with $\kappa_j$ and $c_j$:

$$\gamma C=q^2\kappa_\infty\left(1-\tfrac35q^2\langle\Lambda^2\rangle_\kappa\right)+\gamma Cq^2\langle\Lambda^2\rangle_C-\gamma^2C\langle\tau\rangle_C .$$

In the last two terms $\gamma=q^2\kappa_\infty/C$ is accurate enough. Dividing by $q^2\kappa_\infty$ leaves $(\kappa_\infty/C)\langle\tau\rangle_C=(v\langle\Lambda\rangle_C/3)(\langle\Lambda\rangle_C/v)$ in the last term, so

$$\frac{\kappa_{\rm app}}{\kappa_\infty}\simeq1-\frac{4\pi^2b}{L^2},\qquad b=\tfrac35\langle\Lambda^2\rangle_\kappa-\langle\Lambda^2\rangle_C+\tfrac13\langle\Lambda\rangle_C^2 .$$

This is the leading term of an expansion in $q\Lambda$, accurate when $L/2\pi$ is large compared with the longest path. In this model a bounded spectrum therefore approaches the bulk as $L^{-2}$, not as $L^{-1}$.

### (d) Numbers

The normalized capacity weight is $3x^2dx/(1-0.1^3)$. Hence

$$\langle\Lambda\rangle_C=\frac{3(2\ \text{nm})(0.9)}{0.999}=5.405\ \text{nm},\qquad \alpha=\frac{5\times5.405}{3}=9.009\ \text{nm}^2/\text{ps}.$$

With 1 nm²/ps $=10^{-6}$ m²/s, $\kappa_\infty=C\alpha=18.02$ W/(m K). The root of $F$ gives:

| $L$ (nm) | $L^2/4\pi^2\alpha$ (ps) | $t_1$ (ps) | $\kappa_{\rm app}$ (W/(m K)) |
|---|---|---|---|
| 200 | 112.5 | 128.6 | 15.76 |
| 400 | 449.9 | 483.2 | 16.78 |
| 800 | 1799 | 1856 | 17.47 |
| 1600 | 7198 | 7273 | 17.83 |
| 3200 | 28791 | 28875 | 17.97 |

At 200 nm, $\kappa_{\rm app}/\kappa_\infty=112.5/128.6=0.875$. The first-order formula gives 0.880, although $\gamma\tau_{\max}$ is already 0.31. Direct diagonalization of the angle-resolved Boltzmann operator also gives 0.875, and a step built from its harmonics $n=1,3,5$ and propagated at 400 nm has the late time 483.2 ps (see the numerical output).

At 200 nm, paths longer than $L/2\pi=31.8$ nm carry 16.7% of the conductivity but hold 1.5% of the heat capacity. They weigh heavily in the numerator and little in the denominator, whose change comes mostly from shorter paths. The first-order ratio 0.880, below one, shows that the loss in the numerator is the larger effect.

For the long-cell law, $\kappa_j\propto c_j\Lambda_j$ is uniform in $x$:

$$\langle\Lambda^2\rangle_\kappa=\frac1{0.9}\int_{0.1}^1\frac{4\,dx}{x^4}=1480\ \text{nm}^2,\qquad \langle\Lambda^2\rangle_C=\frac{3}{0.999}\int_{0.1}^1\frac{4\,dx}{x^2}=108.1\ \text{nm}^2,$$

so $b=888.0-108.1+9.7=789.6$ nm². At 3200 nm the law predicts a loss of 0.30% of $\kappa_\infty$, against 0.29% from the root. At 200 nm it would predict 78% instead of 12.5%, since the longest path, 200 nm, is far above $L/2\pi$.

Extrapolation needs the same care. A line for $1/\kappa_{\rm app}$ against $1/L$ has the intercept $2/\kappa_{\rm app}(2L)-1/\kappa_{\rm app}(L)$. It gives 17.93 W/(m K) from the pair 200 and 400 nm, 18.22 from 400 and 800 nm, and 18.10 from 1600 and 3200 nm. The values lie close to the bulk, but their drift shows that the line is not the law of this spectrum. The $L^{-2}$ form, applied to 1600 and 3200 nm, gives 18.01.

The root exists only in long enough cells. For this spectrum $\gamma\tau_{\max}$ reaches one at $L\approx108$ nm; below that length no decay slower than $1/\tau_{\max}$ remains and $t_1$ is not defined in the sense of part (b), although the signal still falls and a fit still returns a number. The lengths and times of the table call for an interatomic potential fitted to electronic-structure data; the much shorter cells of direct first-principles dynamics lie below this limit for the present spectrum.

The model keeps the spectrum fixed and isotropic as $L$ changes. A real simulation cell also admits longer waves as it grows, which adds a length dependence not treated here. Only the nuclei carry heat in such a simulation, so $\kappa_{\rm app}$ is a lattice conductivity and omits the electronic part of a metal.

## Variation 1: a single mean free path

*All modes have the same $\Lambda$. Does a short cell still lower $\kappa_{\rm app}$?*

The sum in $F$ has one term, so $\arctan[y/(1-\gamma\tau)]=y$. For $y<\pi/2$ this gives $\gamma\tau=1-y\cot y$. Since $\kappa_\infty=Cv\Lambda/3$ and $v\Lambda=\Lambda^2/\tau$,

$$\frac{\kappa_{\rm app}}{\kappa_\infty}=\frac{3\gamma}{q^2v\Lambda}=\frac{3(1-y\cot y)}{y^2}\simeq1+\frac{y^2}{15},$$

using $y\cot y=1-y^2/3-y^4/45-\dots$. The general coefficient agrees: $b=(\frac35-1+\frac13)\Lambda^2=-\Lambda^2/15$. The apparent conductivity rises slightly, to 1.017 times the bulk value at $y=0.5$. The reduction in part (d) thus comes from a wide spread of paths, not from the mere presence of a finite path. A narrow spread is not enough: if the lower limit of $x$ in part (d) is raised, $b$ turns negative once the longest path is less than about 2.5 times the shortest.

At $y=\pi/2$, that is $L=4\Lambda$, $\gamma\tau$ reaches one. In shorter cells no root slower than $1/\tau$ remains, and $\kappa_{\rm app}$ loses its meaning as defined here.

## Variation 2: a spectrum with a long tail

*Paths longer than $\Lambda$ carry a fraction $(\Lambda_m/\Lambda)^p$ of the conductivity, for $\Lambda\ge\Lambda_m$ and $0<p<2$. How does $\kappa_{\rm app}$ depend on $L$ when $q\Lambda_m\ll1$?*

The fraction per interval of $\Lambda$ is $p\Lambda_m^p\Lambda^{-p-1}$. With $y=q\Lambda$, the relative loss in the numerator is

$$p\,(q\Lambda_m)^p\int_0^\infty y^{-p-1}[1-S(y)]\,dy .$$

The lower limit $q\Lambda_m$ may be set to zero because $1-S\simeq3y^2/5$ there. Direct integration confirms $S=3\int_0^1\mu^2d\mu/(1+y^2\mu^2)$, so $1-S=3\int_0^1\mu^2\,\frac{y^2\mu^2}{1+y^2\mu^2}\,d\mu$. Substituting $z=y\mu$ separates the integrals:

$$3\int_0^1\mu^{2+p}d\mu\int_0^\infty\frac{z^{1-p}}{1+z^2}dz=\frac3{3+p}\,\frac{\pi}{2\sin(\pi p/2)} .$$

The $z$ integral becomes a beta function with $u=z^2$, and the reflection formula for the gamma function gives the sine. The loss is $B_p(q\Lambda_m)^p$ with

$$B_p=\frac{3p}{3+p}\,\frac{\pi}{2\sin(\pi p/2)} .$$

The heat capacity falls off faster with $\Lambda$ by one power, so the denominator corrects this only at higher order in $q\Lambda_m$. For $p>1$ the neglected terms are smaller than the loss by a factor of order $(q\Lambda_m)^{2-p}$, so the law becomes accurate only slowly when $p$ is close to 2.

For $p=1$, $B_1=1.178$ and the loss is proportional to $1/L$. The spectrum of part (d) has $p=1/2$, since the fraction above $\Lambda$ is $x=(\Lambda_m/\Lambda)^{1/2}$ before the cutoff. Then $B_{1/2}=0.952$ and the loss goes as $L^{-1/2}$.

A tail without end has $\tau_{\max}=\infty$, so the root of part (b) does not exist and $t_1$ is not strictly defined. The law therefore applies to a spectrum with a longest path $\Lambda_{\max}$, in the window $\Lambda_m\ll L/2\pi\ll\Lambda_{\max}$ and with $\gamma\tau_{\max}<1$. Inside this window the paths missing above $\Lambda_{\max}$ would hardly have conducted, so the loss is relative to the conductivity without the cutoff. In part (d) that value is $18.02/0.9=20.02$ W/(m K). The window is not reached there: an $L^{-1/2}$ line through 200 and 400 nm gives 19.22 W/(m K), between the two values and 6.7% above the true bulk.

## Values computed for the example and the checks

```
Step profile, diffusive limit
weight of slowest harmonic = 0.8106
Delta T/Delta T0 at t = 0.05 t1: 0.8394
Delta T/Delta T0 at t = t1: 0.2982
1/e time over t1 = 0.7902
alpha misread from 1/e time, factor = 1.2655
Model crystal
speed = 5.0 nm/ps
heat capacity = 2.00e+06 J/(m^3 K)
shortest, longest path = 2.0, 200.0 nm
capacity-weighted mean path = 5.405 nm
bulk alpha = 9.009 nm^2/ps
bulk kappa = 18.018 W/(m K)
L/nm, diffusive t1/ps, actual t1/ps, kappa_app/(W/(m K)),
  ratio to bulk, first-order ratio, gamma*tau_max
200, 112.47, 128.57, 15.761, 0.8747, 0.8804, 0.3111
400, 449.87, 483.20, 16.775, 0.9310, 0.9328, 0.0828
800, 1799.46, 1855.96, 17.470, 0.9696, 0.9701, 0.0216
1600, 7197.86, 7273.14, 17.832, 0.9896, 0.9898, 0.0055
3200, 28791.43, 28875.38, 17.966, 0.9971, 0.9971, 0.0014
Direct Boltzmann operator
L = 200 nm: eigenvalue ratio to bulk = 0.8747
L = 800 nm: eigenvalue ratio to bulk = 0.9696
L = 400 nm: late time of propagated step = 483.20 ps
single path, q*Lambda = 0.5: ratio to bulk = 1.01707
L = 200 nm: L/(2 pi) = 31.83 nm; longer paths hold
  conductivity share 0.1674, capacity share 0.0148
Long cells
<Lambda^2>_kappa = 1480.0 nm^2
<Lambda^2>_C = 108.1 nm^2
b = 789.6 nm^2
length for 1 percent loss, L^-2 law = 1766 nm
Power-law tails: p, B_p, loss from full root over B_p (q path_min)^p
0.5, 0.9520, 0.9990
1.0, 1.1781, 0.9993
Extrapolated kappa in W/(m K)
1/kappa linear in 1/L, 200 and 400 nm: 17.928
kappa linear in L^-1/2, 200 and 400 nm: 19.222
kappa linear in L^-2, 1600 and 3200 nm: 18.010
```
